# Critical momentum transfer of silicon for neutron reflection

## Problem

A beam of neutrons travels in vacuum and strikes a flat, thick piece of silicon at a small grazing angle $\theta$, measured from the surface. Silicon has the scattering-length density $\rho=2.07\times10^{-6}$ Å$^{-2}$. Up to which momentum transfer $Q_c$ is the beam totally reflected, and what grazing angle does this mean at a wavelength of 5 Å?

The scattering length $b$ of a nucleus fixes how strongly it scatters a slow neutron. A wave of unit amplitude at the nucleus produces the outgoing wave $-b\,e^{ikr}/r$, where $r$ is the distance from the nucleus and $k=2\pi/\lambda$. With $n$ nuclei per unit volume, $\rho=nb$. For silicon $b$ is positive.

The $z$ axis points into the silicon, whose surface is at $z=0$. The incident wave has the normal wave number $k_z=k\sin\theta$. Mirror reflection turns $k_z$ into $-k_z$ and leaves the component along the surface unchanged, so the wave vector changes by

$$Q=2k_z=\frac{4\pi}{\lambda}\sin\theta .$$

The momentum itself changes by $\hbar Q$; as is usual, $Q$ is called the momentum transfer and is given in Å$^{-1}$. Absorption, magnetism and surface layers are left out at first.

## First estimate by scaling

The silicon is treated as uniform along its surface, so the surface cannot change the motion parallel to it. Reflection then depends on the normal motion alone, and we may think of a slower neutron that arrives head-on with wave number $k_z$.

Consider a thin layer with $\nu$ nuclei per unit area, seen from a distance $r$. A nucleus displaced sideways by $s$ has a path longer by about $s^2/2r$. Its wave stays roughly in phase with the others as long as $k_zs^2/r\lesssim1$, that is, within an area of order $r/k_z$. This area holds about $\nu r/k_z$ nuclei, each of which contributes an amplitude $b/r$. The layer therefore reflects an amplitude of order

$$\frac{\nu r}{k_z}\,\frac{b}{r}=\frac{\nu b}{k_z}.$$

Layers at different depths send their waves back in phase over a depth of about $1/k_z$. Such a slab has $\nu\sim n/k_z$, and its reflected amplitude is of order $nb/k_z^2=\rho/k_z^2$. Reflection becomes strong when this reaches one:

$$k_z\sim\sqrt{\rho},\qquad Q_c\sim2\sqrt{\rho}=2\times1.44\times10^{-3}\ \text{Å}^{-1}\approx0.003\ \text{Å}^{-1}.$$

The estimate predicts growth with the square root of the density and no dependence on wavelength at fixed $\rho$. It does not fix the numerical factor, nor does it show that reflection becomes total at a sharp edge.

## Exact solution for a uniform medium

**From nuclei to a wave equation.** We first need the source that belongs to a spherical wave $f=e^{ikr}/r$. Away from the origin,

$$\nabla^2f=\frac1r\frac{d^2(rf)}{dr^2}=\frac1r\frac{d^2e^{ikr}}{dr^2}=-k^2f,$$

so $(\nabla^2+k^2)f=0$ there. To find what sits at the origin, integrate over a small sphere of radius $r$. By the divergence theorem the first term gives

$$4\pi r^2\frac{df}{dr}=4\pi e^{ikr}(ikr-1)\;\longrightarrow\;-4\pi\qquad(r\to0).$$

The term with $k^2$ gives an integral of order $k^2r^2$, which vanishes. Hence $(\nabla^2+k^2)f=-4\pi\delta(\mathbf r)$.

The full wave $\psi$ is the incident wave plus a term $-b\psi_j\,e^{ik|\mathbf r-\mathbf r_j|}/|\mathbf r-\mathbf r_j|$ from each nucleus $j$, where $\psi_j$ is the wave acting on that nucleus. The two minus signs combine to give

$$(\nabla^2+k^2)\psi=4\pi b\sum_j\psi_j\,\delta(\mathbf r-\mathbf r_j).$$

Two approximations follow. The acting wave $\psi_j$ is replaced by the mean wave, and the lattice of nuclei is replaced by its uniform part, of density $n$. The periodic part of the lattice, with reciprocal vectors $\mathbf G$, mixes in waves of wave vector $\mathbf k+\mathbf G$. Their relative amplitude is of order $4\pi\rho/\big||\mathbf k+\mathbf G|^2-k^2\big|$. The numerator is $2.60\times10^{-5}$ Å$^{-2}$, while the denominator is far larger than this unless a Bragg reflection is very near. Away from Bragg reflections, then,

$$(\nabla^2+k^2)\psi=4\pi\rho\,\psi\quad\text{inside},\qquad(\nabla^2+k^2)\psi=0\quad\text{outside}.$$

**The normal motion.** Write $\psi=e^{i\mathbf k_\parallel\cdot\mathbf x}\varphi(z)$, where $\mathbf x$ lies in the surface. The same $\mathbf k_\parallel$ must hold on both sides, because the waves have to match at every point of the surface. The derivatives along the surface give $-k_\parallel^2$, and $k^2-k_\parallel^2=k_z^2$. Inside the silicon this leaves

$$\varphi''+(k_z^2-4\pi\rho)\varphi=0,\qquad k_z'^2=k_z^2-4\pi\rho .$$

A positive $\rho$ acts as a repulsive step and lowers the normal wave number.

**Matching at the surface.** Outside, take $\varphi=e^{ik_zz}+r\,e^{-ik_zz}$, where $r$ now denotes the reflected amplitude. Inside, take $\varphi=t\,e^{ik_z'z}$; no wave returns from the depth. The equation contains no infinite term at $z=0$, so $\varphi$ and $\varphi'$ are continuous:

$$1+r=t,\qquad k_z(1-r)=k_z't .$$

Inserting the first equation into the second gives $k_z-k_zr=k_z'+k_z'r$, and therefore

$$r=\frac{k_z-k_z'}{k_z+k_z'} .$$

**The edge.** If $k_z^2<4\pi\rho$, then $k_z'=i\kappa$ with $\kappa=\sqrt{4\pi\rho-k_z^2}>0$, the sign being chosen so that the wave decays into the silicon. Numerator $k_z-i\kappa$ and denominator $k_z+i\kappa$ are complex conjugates of equal modulus, so the reflectivity $R=|r|^2$ equals 1. If $k_z^2>4\pi\rho$, then $k_z'$ is real and positive, and

$$1-R=\frac{(k_z+k_z')^2-(k_z-k_z')^2}{(k_z+k_z')^2}=\frac{4k_zk_z'}{(k_z+k_z')^2}>0 .$$

Total reflection thus ends at $k_z=\sqrt{4\pi\rho}$. Since $Q=2k_z$,

$$Q_c=2\sqrt{4\pi\rho}=4\sqrt{\pi\rho}.$$

**The number.** Step by step,

$$\pi\rho=6.503\times10^{-6}\ \text{Å}^{-2},\qquad\sqrt{\pi\rho}=2.550\times10^{-3}\ \text{Å}^{-1},$$

$$Q_c=4\times2.550\times10^{-3}\ \text{Å}^{-1}=0.0102\ \text{Å}^{-1}=0.102\ \text{nm}^{-1}.$$

The normal wave number at the edge is half of this, 0.0051 Å$^{-1}$; the two must not be confused. The given density is rounded and may lie anywhere from 2.065 to $2.075\times10^{-6}$ Å$^{-2}$. This moves $Q_c$ between 0.010188 and 0.010213 Å$^{-1}$, so three significant figures are justified.

**The angle.** At $\lambda=5$ Å,

$$\sin\theta_c=\frac{Q_c\lambda}{4\pi}=\frac{0.0102\times5}{12.57}=0.00406,\qquad\theta_c=0.233^\circ .$$

While $Q_c$ is the same for all wavelengths at fixed $\rho$, $\sin\theta_c$ is proportional to $\lambda$. The refractive index gives the same angle. Inside, the total wave number is $\sqrt{k^2-4\pi\rho}$, so the index is

$$N=\sqrt{1-\frac{4\pi\rho}{k^2}}\approx1-\frac{\lambda^2\rho}{2\pi},\qquad1-N=8.24\times10^{-6}.$$

At the edge the wave inside runs parallel to the surface, and equality of the parallel components, $k\cos\theta_c=Nk$, gives $\cos\theta_c=N$.

## Comparison of estimate and solution

The estimate was $2\sqrt\rho$ and the solution is $4\sqrt{\pi\rho}$. Both grow as $\sqrt\rho$, but the estimate is too small by the factor $2\sqrt\pi=\sqrt{4\pi}\approx3.5$. The limit of weak reflection shows where the factor comes from. Multiply numerator and denominator of $r$ by $k_z+k_z'$:

$$r=\frac{k_z^2-k_z'^2}{(k_z+k_z')^2}=\frac{4\pi\rho}{(k_z+k_z')^2}\approx\frac{\pi\rho}{k_z^2}\qquad(k_z^2\gg4\pi\rho).$$

The scaling argument gave $\rho/k_z^2$. It had the right form and missed a factor $\pi$, which comes from adding the waves with their proper phases. If this weak-reflection formula is carried down to $r=1$, where it no longer holds, it gives $k_z=\sqrt{\pi\rho}$, or $Q=2\sqrt{\pi\rho}=0.0051$ Å$^{-1}$. That is still half the true edge. The remaining factor 2 arises because the wave inside is itself changed by the silicon: as $k_z$ falls, $k_z'$ falls faster and reaches zero while $k_z$ is still finite.

The same limit describes the far part of the reflectivity curve. With $\pi\rho=Q_c^2/16$ and $k_z^2=Q^2/4$,

$$R\approx\left(\frac{Q_c^2}{4Q^2}\right)^2=\frac{Q_c^4}{16\,Q^4}.$$

At $Q=2Q_c$ this gives $1/256=0.0039$, whereas the full formula gives 0.0052. The limiting law is thus still about a quarter too low there.

The estimate also misses the role of the sign of $b$. For negative $\rho$, $k_z'^2=k_z^2+4\pi|\rho|$ is positive for every $k_z$, and a beam from vacuum has no total reflection, although the estimate with $|\rho|$ would suggest an edge.

## Does the crystal structure matter?

The uniform medium can be compared with a crystal made of separate atomic planes. Silicon has eight atoms in a cube of side $a=5.431$ Å, or 0.04994 atoms per Å$^3$. With $b=4.15$ fm $=4.15\times10^{-5}$ Å, this gives $\rho=2.0725\times10^{-6}$ Å$^{-2}$, in agreement with the value in the problem.

Planes parallel to a cube face are $d=a/4$ apart and hold $2/a^2$ atoms per unit area. Averaged along the plane, the source equation reads $\varphi''+k_z^2\varphi=u\,\delta(z-z_m)\varphi$ near plane $m$, with

$$u=4\pi b\,\frac{2}{a^2}=4\pi\,\frac{8b}{a^3}\,\frac a4=4\pi\rho d .$$

The slope of $\varphi$ therefore jumps by $u\varphi_m$ at each plane. Between planes the wave is free. Starting from plane $m$, with slopes $\varphi'_{m+}$ and $\varphi'_{m-}$ on its two sides,

$$\varphi_{m+1}=\varphi_m\cos k_zd+\frac{\varphi'_{m+}}{k_z}\sin k_zd,\qquad\varphi_{m-1}=\varphi_m\cos k_zd-\frac{\varphi'_{m-}}{k_z}\sin k_zd .$$

Add the two equations, use $\varphi'_{m+}-\varphi'_{m-}=u\varphi_m$, and try $\varphi_m=\mu^m$:

$$\mu+\frac1\mu=2\cos k_zd+\frac{u}{k_z}\sin k_zd .$$

If the right side exceeds 2, $\mu$ is real and the wave decays into the crystal. The edge lies where the right side equals 2, so that $(u/k_z)\sin k_zd=2(1-\cos k_zd)$. With $\sin k_zd=2\sin\frac{k_zd}2\cos\frac{k_zd}2$ and $1-\cos k_zd=2\sin^2\frac{k_zd}2$, this becomes

$$2k_z\tan\frac{k_zd}{2}=u=4\pi\rho d .$$

For small $k_zd$ the left side is $k_z^2d\,(1+k_z^2d^2/12)$, and the leading term returns $k_z^2=4\pi\rho$. The correction is tiny because $k_zd\approx0.007$ at the edge. Solved numerically for the lattice values above, this stack of planes has its edge at 0.010207 Å$^{-1}$, the same to all printed digits as $4\sqrt{\pi\rho}$ with $\rho=2.0725\times10^{-6}$ Å$^{-2}$.

The average along the planes keeps only the periodicity normal to the surface, so this comparison still assumes that no Bragg reflection with a component along the surface is near. At 5 Å such a reflection exists. For $\mathbf G=(2\pi/a)(1,1,\pm1)$ and a beam almost in the cube face, the Bragg condition $2\mathbf k\cdot\mathbf G=-G^2$ gives $\cos\phi=3\lambda/(2\sqrt2\,a)$, an azimuth $\phi=12.4^\circ$ from a $\langle110\rangle$ direction. Within a few tenths of a degree of this azimuth, diffraction removes neutrons from the mirror beam, and reflection below $Q_c$ is no longer total.

## Reading a measured edge

Total reflection does not mean that the neutron stays outside. Below the edge the neutron density in the silicon falls as $e^{-2\kappa z}$. For $Q\to0$, $\kappa\to\sqrt{4\pi\rho}=Q_c/2$, and the density drops to $1/e$ over the depth $1/Q_c=9.8$ nm. Without absorption, the depth $1/(2\kappa)$ grows without limit as $Q$ approaches $Q_c$ from below, so a film with vacuum or a medium of lower $\rho$ behind it leaks neutrons below $Q_c$, the more so the closer $Q$ is to the edge, where thick silicon does not.

Above the edge the reflectivity drops steeply, to 0.170 at $1.1\,Q_c$ and 0.021 at $1.5\,Q_c$. The point where $R=\tfrac12$ is nevertheless not $Q_c$. There $r=1/\sqrt2$, and solving the formula for $r$ gives

$$\frac{k_z'}{k_z}=\frac{1-r}{1+r}=\frac{\sqrt2-1}{\sqrt2+1}=0.172 .$$

Since $k_z'^2/k_z^2=1-Q_c^2/Q^2$, it follows that $Q=Q_c/\sqrt{1-0.172^2}=1.015\,Q_c$, or 0.01035 Å$^{-1}$. Taking half height for the edge overstates $Q_c$ by 1.5 % and, because $\rho\propto Q_c^2$, the density by about 3 %.

A wafer on a reflectometer departs from the model in several ways. The wavelength of 5 Å is typical of cold neutrons; the inputs below are rough typical values, and each effect is taken alone.

- **Absorption.** Let $\sigma$ be the absorption cross-section. The neutron density must decay as $e^{-n\sigma z}$ in a bulk wave, so the wave number gains the imaginary part $n\sigma/2$ and its square gains $ikn\sigma$. Writing this as $4\pi i\rho''$ gives $\rho''=n\sigma/(2\lambda)$. With 0.17 barn at 1.8 Å and $\sigma\propto\lambda$, $\rho''=2.4\times10^{-11}$ Å$^{-2}$ at all wavelengths. The reflectivity at $Q_c$ falls from 1 to 0.990. This counts nuclear capture only; at room temperature, scattering by lattice vibrations removes further neutrons and lowers the value slightly more.
- **Air.** If the beam arrives through air instead of vacuum, $\rho$ is replaced by the difference of the two densities. Air at 293 K has about $4.3\times10^{-9}$ Å$^{-2}$, which lowers $Q_c$ by 0.1 %.
- **Oxide and interface width.** Without absorption, neither moves the edge. Below $Q_c$ the wave deep in the silicon is a real decaying function; the equation for $\varphi$ has real coefficients, so $\varphi$ stays real, apart from a constant factor, through any layer that is uniform along the surface. A real wave in vacuum contains equal incoming and outgoing amplitudes, hence $R=1$. Roughness that varies along the surface is not covered by this argument: it scatters some neutrons out of the mirror direction, even below $Q_c$. The curve above the edge does change. At $2Q_c$ a 1.5 nm oxide of density $3.5\times10^{-6}$ Å$^{-2}$ raises $R$ from 0.00515 to 0.00564, and an rms interface width of 0.5 nm lowers it to 0.00511.
- **Resolution.** A Gaussian spread with a full width at half maximum of 3 % of $Q$ mixes the flat plateau with the steep fall. The reflectivity at $Q_c$ becomes 0.80, and the half-height point moves to $1.020\,Q_c$.

For these inputs, resolution distorts the edge most. A density should therefore be obtained by fitting the whole edge with the resolution included, not by reading off one point. The numerical output lists the values used here.

## Computed values

```
input scattering-length density: 2.070e-06 1/A^2
silicon lattice parameter: 5.4310 A
silicon scattering length (input): 4.15 fm
silicon number density: 0.04994 1/A^3
density from lattice and b: 2.0725e-06 1/A^2
pi*rho: 6.5031e-06 1/A^2
sqrt(pi*rho): 2.5501e-03 1/A
4*pi*rho: 2.6012e-05 1/A^2
critical normal wave number kzc: 0.00510 1/A
critical momentum transfer Qc: 0.010200 1/A
Qc to three figures: 0.0102 1/A = 0.102 1/nm
Qc for rho = 2.065e-06 1/A^2: 0.010188 1/A
Qc for rho = 2.075e-06 1/A^2: 0.010213 1/A
Qc from separate atomic planes: 0.010207 1/A
Qc formula with lattice density: 0.010207 1/A
wavelength (input): 5.0 A
critical grazing angle: 0.2325 degree
1 - refractive index: 8.236e-06
penetration depth at vanishing Q: 9.80 nm
ideal reflectivity at 0.9 Qc: 1.0000
ideal reflectivity at 1.1 Qc: 0.1696
ideal reflectivity at 1.5 Qc: 0.0213
ideal reflectivity at 2.0 Qc: 0.0052
ideal half-height point: 1.0151 Qc
ideal half-height point: 0.010354 1/A
absorption cross-section (rough input): 0.17 barn at 1.8 A
imaginary scattering-length density: 2.36e-11 1/A^2
reflectivity at Qc with absorption: 0.9905
air temperature (input): 293 K
air scattering-length density: 4.33e-09 1/A^2
Qc in air: 0.010190 1/A
change of Qc by air: -0.105 %
oxide thickness (rough input): 1.5 nm
oxide density (rough input): 3.50e-06 1/A^2
half-height point with oxide: 1.0153 Qc
rms interface width (rough input): 0.5 nm
half-height point with interface width: 1.0150 Qc
resolution, full width at half maximum: 3.0 % of Q
smeared reflectivity at Qc: 0.8033
half-height point after smearing: 1.0198 Qc
reflectivity at 2 Qc with oxide: 0.00564
reflectivity at 2 Qc with interface width: 0.00511
ideal reflectivity at 2 Qc: 0.00515
```
